# Choosing the Broadening in Kubo-Greenwood Conductivity of a Disordered Telluride Model

## A conductivity that depends on its broadening

Six random cells of a model telluride, each with 216 atoms, have a mean level spacing of 17.4 meV. If every transition is broadened by 2.17 meV, their mean dc conductivity is 857 S/cm with periodic boundary conditions and 20,621 S/cm when the wave function acquires a phase of $\pi/2$ across the cell. With a broadening of 139 meV the two values are 6659 and 5732 S/cm. The factor of 24 has shrunk to 1.16.

Two questions follow. What sets the range of usable broadenings, and what error remains inside it? The answer to the first needs the diagonal terms of the conductivity formula, so the formula is derived here with those terms kept.

## The model and its velocity operator

The electrons are independent, with three orthogonal $p$ orbitals per atom and two spin states. Let $\mathbf d_{ij}=\mathbf r_j-\mathbf r_i$ be the bond vector, $\mathbf n$ its unit vector and $a=0.30$ nm the nearest-neighbour distance before the atoms are displaced. The hopping between orbitals $\alpha$ and $\beta$ is

$$T_{i\alpha,j\beta}=\left(\frac{a}{d_{ij}}\right)^2\left[V_\sigma n_\alpha n_\beta+V_\pi(\delta_{\alpha\beta}-n_\alpha n_\beta)\right],$$

with $V_\sigma=1.6$ eV and $V_\pi=-0.3$ eV. It connects first and second neighbours of a cubic network. Each atom is displaced by up to 0.05 nm along each axis. Half the atoms, chosen at random, have site energy $+1$ eV and half $-1$ eV, and each orbital energy receives a further uniform random shift of up to 1 eV either way.

A boundary phase is described by a wave vector $\mathbf k$:

$$H_{ij}(\mathbf k)=T_{ij}e^{i\mathbf k\cdot\mathbf d_{ij}}.$$

For transport along $x$, the velocity is $v=(i/\hbar)[H,x]$. The position operator is taken as diagonal in the sites. Its elements between $p$ orbitals of one atom vanish by parity, apart from the site position itself, and those between different atoms are neglected. Then $[H,x]_{ij}=H_{ij}(x_j-x_i)$, so that

$$v_{ij}=\frac{i}{\hbar}d^x_{ij}H_{ij}=\frac{1}{\hbar}H'_{ij},\qquad H'\equiv\frac{\partial H}{\partial k_x}.$$

Using bond vectors avoids the jump of $x$ at the cell boundary.

## The conductivity from a field pulse

Apply a field $\mathcal E\,\delta(t)$ along $x$. The electron charge is $-e$, so the pulse shifts $k_x$ by $\kappa=-e\mathcal E/\hbar$. Just after it the Hamiltonian is $H_\kappa=H+\kappa H'$ to first order, while the density matrix is still the Fermi function $f(H)$ of the old Hamiltonian.

To compare $f(H)$ with $f(H_\kappa)$, write $f(H_\kappa)=f(H)+\delta f$. A function of $H_\kappa$ commutes with $H_\kappa$. The first-order part of that commutator, between eigenstates $m$ and $n$ of $H$, is

$$(E_m-E_n)\,\delta f_{mn}+\kappa H'_{mn}(f_n-f_m)=0.$$

Define

$$F_{mn}=\frac{f_m-f_n}{E_n-E_m},\qquad F_{nn}=-f'(E_n).$$

The commutator gives $\delta f_{mn}=-\kappa F_{mn}H'_{mn}$. The diagonal element follows from the first-order level shift: $\delta f_{nn}=f'(E_n)\kappa H'_{nn}=-\kappa F_{nn}H'_{nn}$. Therefore

$$f(H)_{mn}=f(H_\kappa)_{mn}+\kappa F_{mn}H'_{mn}.$$

The first term is stationary under $H_\kappa$. The second acquires the phase $e^{-i(E_m-E_n)t/\hbar}$. The current density is $-(2e/\Omega)\,\mathrm{tr}(\rho v)$, where 2 counts spin and $\Omega$ is the cell volume. Inserting $\kappa=-e\mathcal E/\hbar$ makes the sign positive, and the imaginary parts of the pairs $mn$ and $nm$ cancel:

$$J(t)=\frac{2e^2\mathcal E}{\hbar^2\Omega}\sum_{mn}F_{mn}|H'_{mn}|^2\cos\frac{(E_n-E_m)t}{\hbar}.$$

This is the current in excess of the equilibrium current of the shifted cell.

A finite cell has discrete frequencies, so its current never settles. Damp it with $e^{-\eta^2t^2/2\hbar^2}$ and use

$$\int_{-\infty}^{\infty}e^{i\epsilon t/\hbar}e^{-\eta^2t^2/2\hbar^2}dt=2\pi\hbar\,g_\eta(\epsilon),\qquad g_\eta(\epsilon)=\frac{e^{-\epsilon^2/2\eta^2}}{\sqrt{2\pi}\,\eta}.$$

With $\Delta=E_n-E_m$, the real part of the half-line transform of $\cos(\Delta t/\hbar)$ is

$$\frac{\pi\hbar}{2}\left[g_\eta(\Delta-\hbar\omega)+g_\eta(\Delta+\hbar\omega)\right].$$

Exchanging $m$ and $n$ reverses $\Delta$ and leaves $F_{mn}|H'_{mn}|^2$ unchanged. The two terms thus contribute equally to the sum, and

$$\boxed{\sigma(\omega;\eta)=\frac{2\pi e^2}{\hbar\Omega}\sum_{mn}F_{mn}|H'_{mn}|^2g_\eta(E_n-E_m-\hbar\omega)}$$

A test on a 27-atom cell at 1000 K, with $\eta=0.1$ eV, integrated the current after a small pulse directly in time. Both that integral and the level sum gave 6023.86 S/cm, which confirms the prefactor and the diagonal terms.

### The equilibrium current left out

At fixed chemical potential $\mu$, let $\Phi=-k_BT\sum_n\ln(1+e^{-(E_n-\mu)/k_BT})$ be the grand potential for one spin. Its derivative is $\partial\Phi/\partial k_x=\mathrm{tr}(fH')$, which is proportional to the equilibrium current. A second derivative, with the result for $\delta f$, gives

$$\frac{\partial^2\Phi}{\partial k_x^2}=\mathrm{tr}(fH'')-\sum_{mn}F_{mn}|H'_{mn}|^2.$$

The left side is the response of the current that was separated off. Its average over all boundary phases is zero, because $\partial\Phi/\partial k_x$ is periodic in the phase. At one phase it need not vanish. In the 27-atom cell the trace is 3.572 and the curvature, from finite differences of $\Phi$, is 0.230 eV nm². Their difference agrees with the independently computed sum, 3.342 eV nm².

## The upper limit: bending of the spectrum

At zero frequency the broadened result is an average of the underlying spectrum, $\sigma(0;\eta)=\int\sigma(x)g_\eta(x)\,dx$, where $x=\hbar\omega$. The spectrum is even in $x$. If it is smooth, its Taylor series and $\langle x^2\rangle=\eta^2$ give

$$\sigma(0;\eta)=\sigma(0)+\frac{\eta^2}{2}\sigma''(0)+O(\eta^4).$$

For a Drude peak $\sigma(x)=\sigma_0/(1+x^2/\Gamma_D^2)$ this becomes

$$\frac{\sigma(0;\eta)}{\sigma_0}=1-\frac{\eta^2}{\Gamma_D^2}+3\frac{\eta^4}{\Gamma_D^4}-\cdots,$$

because $\langle x^4\rangle=3\eta^4$. At $\eta=0.2\,\Gamma_D$ the leading loss is 0.040, while direct integration gives 0.036.

The smoothness assumption matters. Suppose instead that $\sigma(x)=C|x|^p$ with $p>0$, so that the true dc conductivity is zero. Substituting $x=\eta y$ gives

$$\sigma(0;\eta)=C\eta^p\int|y|^pg_1(y)\,dy\propto\eta^p.$$

No plateau exists. For $p=1$, a 10% change of the result allows $\eta$ to change by only about 10%. A short interval that meets a tolerance is then no evidence of a finite dc conductivity.

## The lower limit: the hole around each level

Let $\delta$ be the mean spacing for one spin. Here it is defined by $1/\delta=\langle\sum_n[-f'(E_n)]\rangle$, the thermally weighted level density averaged over cells.

In a rigid spectrum, an energy interval $W\gg\delta$ centred on a level contains close to $W/\delta$ levels. That count includes the central level, so there are $W/\delta-1$ others. Write the density of other levels at distance $x$ as $[1-Y(x/\delta)]/\delta$. The missing level means $\int Y(s)\,ds=1$.

Let $M_o$ be the mean of $|H'_{mn}|^2$ for different but nearby levels, and $M_d$ the mean of $|H'_{nn}|^2$. For one level $n$, the off-diagonal sum is

$$M_o\int g_\eta(x)\frac{1-Y(x/\delta)}{\delta}dx\simeq\frac{M_o}{\delta}\left[1-\delta g_\eta(0)\right],\qquad\eta\gg\delta.$$

The last step uses the fact that $Y$ is concentrated within a few spacings, where $g_\eta$ is nearly constant. Adding the diagonal term $M_dg_\eta(0)$ gives

$$\frac{\sigma(0;\eta)}{\sigma_\infty}\simeq1+\left(\frac{M_d}{M_o}-1\right)\frac{\delta}{\sqrt{2\pi}\,\eta},$$

where $\sigma_\infty$ is the value for a dense spectrum. The boundary phase determines the ratio $M_d/M_o$.

**Zero phase.** $H$ is real and so are its eigenvectors $c_n$. The matrix with elements $d^x_{ij}H_{ij}$ is real and antisymmetric, so $H'_{nn}=i\,c_n^T(d^xH)c_n=0$. Hence $M_d=0$, and the fraction $\delta/(\sqrt{2\pi}\,\eta)$ is missing. A leading-order deficit below 10% requires $\eta>4\delta$.

**Phase $\pi/2$ along each axis.** Time reversal turns the phase into $-\pi/2$. The two differ by $\pi$, which is not a multiple of $2\pi$, so $H$ cannot in general be made real. Assume that disorder makes $H'$, within a narrow group of levels, a Gaussian random Hermitian matrix with no preferred basis. Its weight is then proportional to $e^{-\mathrm{tr}(H'^2)/2M}$. The trace contains $H_{nn}'^2$ once and $|H'_{mn}|^2$ twice, which gives

$$\langle H_{nn}'^2\rangle=M,\qquad\langle|H'_{mn}|^2\rangle=M.$$

So $M_d=M_o$ and the leading deficit cancels.

Both results need metallic disorder. In a perfect crystal the diagonal velocities are band velocities, and their contribution grows as $1/\eta$. In a strongly localized system neighbouring levels are nearly uncorrelated, and the hole almost disappears.

### Tests of the lower limit

In an interval four spacings wide centred on a level, 0.956 levels were missing on average. When the central level and the counted levels came from different cells, the number was $-0.004$. The hole is therefore a correlation within one spectrum.

The matrix elements were tested with a wider thermal factor, $k_BT=0.4$ eV, to include more levels. Its mean spacing is 16.8 meV. At $\eta=2\delta$ the predicted diagonal share is $1/(2\sqrt{2\pi})=0.199$, and the measured share is 0.231. Let $r=M_d/M_o$ and $b=0.199$. Then

$$\frac{rb}{1+(r-1)b}=0.231\quad\Rightarrow\quad r\simeq1.2.$$

The diagonal elements are thus about a fifth too large for perfect cancellation. The formula then predicts $\sigma(2\delta)/\sigma(8\delta)\simeq1.04/1.01=1.03$; the measured ratio is 1.039. The cause of this excess was not investigated.

At zero phase the predicted ratio is $(1-0.199)/(1-0.050)=0.843$, and the measured one is 0.859.

## An algorithm for the window

1. Diagonalize several independent cells and store the levels and $|H'_{mn}|^2$, averaged over the three axes.
2. Find $\mu$ from the electron number, then compute $\delta$.
3. Evaluate $\sigma(0;\eta)$ on a logarithmic grid from well below $\delta$ to several eV. The grid factor here is 1.414.
4. Consider every interval with $\eta>\delta$. Accept it if the total spread of the mean conductivity is at most 10% of its average over the interval, and if the standard error at each point is at most 10% of the mean.
5. Keep the accepted interval with the largest ratio of end points, and use its geometric mean as $\eta$.
6. Repeat with another boundary phase and another cell size. Stability against $\eta$ does not measure those errors.

The tolerance is part of the definition of the window. The edges are known no better than the grid factor, and another set of random cells can move them by more than one grid step.

## Worked example

Each cell has volume $216\times0.30^3=5.832$ nm³ and 648 orbitals. Three electrons per atom fill half of the spin states. The temperature is 1000 K, so $k_BT=86.2$ meV, and $\delta=17.4$ meV. Part of the scan, in S/cm, is:

| $\eta/\delta$ | $\eta$ (meV) | phase $\pi/2$ | zero phase |
|---:|---:|---:|---:|
| 0.125 | 2.17 | 20621 | 857 |
| 1 | 17.4 | 6209 | 4536 |
| 2 | 34.8 | 5873 | 5728 |
| 8 | 139 | 5732 | 6659 |
| 32 | 556 | 5630 | 6578 |
| 64 | 1112 | 5444 | 6192 |
| 256 | 4449 | 4427 | 4655 |

The first row answers the opening puzzle. With $\eta\ll\delta$ few pairs of different levels lie within the broadening. At zero phase little remains. At phase $\pi/2$ the diagonal terms survive and grow as $1/\eta$.

For phase $\pi/2$ the window runs from 24.6 to 1112 meV, or from $1.41\delta$ to $64\delta$. Its geometric mean is $\sqrt{24.6\times1112}\simeq165$ meV, where

$$\sigma=5725\pm90\ \mathrm{S/cm}\simeq5.7\times10^5\ \mathrm{S/m}.$$

The uncertainty is the standard error over six cells; with so few cells it is itself known only to about a third. At the upper edge the result is lower by $(5725-5444)/5725=4.9\%$. The spectrum, averaged over three of the cells, falls to half its dc value at 6.69 eV. A Drude peak of that half-width would lose $(1.112/6.69)^2=2.8\%$ to leading order. This is only a guide to the size of the loss, because the spectrum is not a Drude peak. At 1 and 2 eV it has fallen to about 0.93 and 0.84 of its dc value, where such a peak would have 0.98 and 0.92; this faster initial fall is consistent with the larger loss. It then levels off, and at 5 eV it still has about 0.81 of its dc value, where the peak would have 0.64. By 10 eV it has fallen below 0.1, where the peak would have 0.31: the finite width of the bands cuts it off.

At photon energies of 20, 50 and 100 meV the conductivity is 5724, 5723 and 5717 S/cm. This near constancy says little about structure on those scales, because $\eta=165$ meV smooths it out. Better evidence is the scan itself: at $\eta=34.8$ meV the value is 5873 S/cm, with a standard error of 234 S/cm.

### A plateau helped by cancelling errors

At zero phase the window is 49.2 to 1112 meV. In these six cells, part of its flatness is accidental. Dividing the values at $8\delta$ and $32\delta$ by the leading-order factors 0.950 and 0.988 gives about 7010 and 6660 S/cm, a fall of 5%. In the raw data, the recovery of missing weight offsets most of this fall and leaves about 1%. The size of the fall depends on the cells drawn, and six cells do not fix it. At $2\delta$ the leading-order factor is itself wrong by a few per cent, because $Y$ has a slowly decaying tail, so it cannot show whether the trend continues to smaller broadenings.

The corrected zero-phase value, near 7000 S/cm, exceeds the value for phase $\pi/2$ by about 20%. An infinite disordered sample should not depend on the boundary phase. The difference is a finite-cell error, and it is much larger than the quoted $\pm90$ S/cm.

Cell size matters too. At fixed $\eta=175$ meV and phase $\pi/2$, eight 64-atom cells give a conductivity $1.28\pm0.10$ times that of the 216-atom cells. This ratio belongs to one boundary phase and need not hold at others. The level spacing, measured with the wide thermal factor, grows by 3.36, close to the volume ratio 3.375. A larger cell would therefore lower the lower edge, whereas a finer scan of $\eta$ would only locate the edges more precisely. The size error should vanish in a large enough cell, but two sizes at one phase do not show how fast.

### A case with a narrow window

Removing the second-neighbour hopping, with the same random cells and phase $\pi/2$, leaves a window of only 44 to 124 meV. The conductivity falls from 10,225 S/cm at $2\delta$ to 9026 at $8\delta$ and 6754 at $64\delta$, where $\delta$ is now 15.5 meV. Two effects contribute. First, $M_d$ is here clearly larger than $M_o$, by a factor that depends on the energy range over which the levels are averaged, so the assumption of a random matrix with no preferred basis fails, and the diagonal terms raise the result at small $\eta$. Second, the off-diagonal elements weaken sooner with energy separation, so broadening mixes in weaker parts of the spectrum. The microscopic cause of these two effects was not investigated.

## Relation to a molten telluride

The parameters are rough choices in the regime of a molten germanium-telluride-type alloy during the reset pulse of a phase-change memory cell. The conductivity of such melts is roughly of order $10^3$ S/cm, so the model value of about $6\times10^3$ S/cm is on the high side. The model does not have the structure of a liquid. Its atoms stay near the sites of a cubic lattice, and their displacements leave a fraction of about $[\sin(\pi/3)/(\pi/3)]^2=0.68$ of the first Bragg intensity of the perfect lattice, whereas a melt has no long-range order. The model also places its two species at random, whereas the real liquid has chemical order. Strict alternation of the two species changes the conductivity by a factor $1.02\pm0.12$ in the 64-atom cells, which leaves even the sign of this effect undecided. The effect of losing the lattice order was not calculated. The $1/d^2$ law is also doubtful beyond first neighbours: it gives a second-neighbour $\sigma$ hopping of 0.8 eV at 0.42 nm, probably too large for a real telluride. At phase $\pi/2$, removing that hopping raised the conductivity to about 9000 S/cm at $\eta=124$ meV. At zero phase the same change roughly halves it, so in cells of 216 atoms even the sign of the effect depends on the boundary phase.

Other omissions can be sized. Spin-orbit coupling of 0.5 eV on every atom, a rough value, multiplies the conductivity by $0.950\pm0.013$ in the 64-atom cells at phase $\pi/2$. Using 300 K Fermi factors with the same structures and $\eta=165$ meV gives 5472 S/cm, a change of $-4\%$. Taken cell by cell, the change is about $-250\pm100$ S/cm, so six cells barely resolve it. The comparison varies only the electronic temperature and does not describe the cooled solid. During the time $\hbar/\eta$ an ion of mass 100 u moves about 0.001 nm at its thermal speed, far less than the static displacements, which supports frozen structures. Omitted $s$ orbitals, with a rough hopping of 1.5 eV and depth of 8 eV, shift a $p$ level by about $1.5^2/8=0.28$ eV per bond in second-order perturbation theory. That is not negligible beside the 1 eV disorder, and its effect on the conductivity was not computed. Electron interactions beyond the mean field are also absent.

For this model, $\eta$ near 165 meV keeps the broadening error to a few per cent. The two boundary phases still differ by about 20% in cells of 216 atoms, which is only a rough measure of the finite-cell error. Phases of $0$ or $\pi$ along the axes give corrected values from about 5700 to 7500 S/cm. Six random phases average about $6300\pm200$ S/cm, and two single cells of 512 atoms give about 6400 and 7200 S/cm. The value 5725 S/cm thus lies at the low end, and it is not converged in cell size or boundary phase to better than 10 to 20%. The numerical output gives every second point of the scan.

## Numbers as computed

```
bond 0.30 nm, displacement half-width 0.05 nm
hoppings sigma 1.6 eV, pi -0.3 eV, second shell by 1/d^2
species energy +-1.0 eV, orbital disorder +-1.0 eV
temperature 1000 K, kT 86.2 meV
cells 6, atoms 216, orbitals 648, volume 5.832 nm^3
pulse test, 27 atoms: time integral 6023.86, sum 6023.86 S/cm
weight test: sum 3.34162, trace - curvature 3.34163 eV nm^2
weight test: trace 3.57187, curvature 0.23025 eV nm^2
Drude loss at eta = 0.2 half-width: 0.0360
level spacing delta, one spin: 17.38 meV
eta/delta, eta (meV), sigma twist, std error, sigma Gamma (S/cm):
    0.125     2.17    20621   1648      857
    0.250     4.34    11173    881     1785
    0.500     8.69     7455    499     3017
    1.000    17.38     6209    311     4536
    2.000    34.76     5873    234     5728
    4.000    69.51     5768    132     6365
    8.000   139.02     5732     90     6659
   16.000   278.04     5699     92     6709
   32.000   556.09     5630     76     6578
   64.000  1112.18     5444     46     6192
  128.000  2224.36     5152     24     5624
  256.000  4448.72     4427     12     4655
window tolerance 10 %, grid factor 1.414
window, twist: 24.6 to 1112.2 meV
window, twist: 1.41 to 64.00 delta
window, Gamma: 49.2 to 1112.2 meV
chosen eta (geometric mean) 165.3 meV
sigma at zero frequency 5725 +- 90 S/cm
sigma at photon energy 20 meV: 5724 S/cm
sigma at photon energy 50 meV: 5723 S/cm
sigma at photon energy 100 meV: 5717 S/cm
sigma(w) falls to half at 6.69 eV (first 3 cells)
missing neighbours: same cell 0.956, different cells -0.004
wide thermal factor 0.4 eV, its level spacing 16.80 meV
diagonal share at eta = 2 delta: 0.231, predicted 0.199
sigma(2 delta)/sigma(8 delta), twist: 1.039, predicted 1
sigma(2 delta)/sigma(8 delta), Gamma: 0.859, predicted 0.843
first neighbours only: delta 15.54 meV, window 44.0 to 124.3 meV
first neighbours only, eta/delta: sigma +- std error (S/cm):
  1: 11808 +- 686, 2: 10225 +- 548, 4: 9467 +- 489, 8: 9026 +- 433, 16: 8459 +- 352, 32: 7645 +- 252, 64: 6754 +- 152, 128: 5527 +- 76
64-atom cells: 8, delta 58.28 meV, eta used 174.8 meV
spacing ratio 64/216 atoms, wide factor: 3.360, volume 3.375
sigma ratio 64/216 atoms: 1.282 +- 0.102
sigma ratio with/without spin-orbit 0.5 eV: 0.950 +- 0.013
sigma ratio alternating/random species: 1.018 +- 0.115
sigma with 300 K Fermi factors, same structures: 5472 S/cm
ion path in hbar/eta, mass 100 u: 0.00115 nm
s-orbital shift per bond, 1.5^2/8.0: 0.28 eV
```
